# Surface-gradient sum rule and kinetic energy density of closed subshells

## 1. Result

Let \(Y_{lm}\), \(m=-l,\dots,l\), be orthonormal spherical harmonics of degree \(l\), and let \(\nabla_S\) be the gradient on the unit sphere. At every point of the sphere

\[
\sum_{m=-l}^{l}|\nabla_S Y_{lm}|^2=\frac{l(l+1)(2l+1)}{4\pi}. \tag{1}
\]

Consequently, a subshell filled with \(2(2l+1)\) electrons in orbitals \(R(r)Y_{lm}\) has the kinetic energy density

\[
\tau(r)=\frac{2l+1}{4\pi}\left[R'(r)^2+\frac{l(l+1)}{r^2}R(r)^2\right]. \tag{2}
\]

It depends on \(r\) alone, although the contribution of a single orbital with \(l>0\) generally depends on direction.

## 2. Conventions

Hartree atomic units are used and the electrons are nonrelativistic. The full gradient and the surface operators are

\[
\nabla=\hat{\mathbf r}\,\partial_r+\frac1r\nabla_S,\qquad
\nabla_S=\hat{\boldsymbol\theta}\,\partial_\theta+\frac{\hat{\boldsymbol\phi}}{\sin\theta}\,\partial_\phi ,\qquad
\Delta_S=\nabla_S\cdot\nabla_S .
\]

If the full gradient \(\nabla Y_{lm}\) is meant in (1), the right side acquires a factor \(1/r^2\). The harmonics obey

\[
\Delta_S Y_{lm}=-l(l+1)Y_{lm},\qquad \int Y_{lm'}^*Y_{lm}\,d\Omega=\delta_{m'm}. \tag{3}
\]

The kinetic energy density is the positive one,

\[
\tau=\tfrac12\sum_{\text{occ}}|\nabla\psi|^2, \tag{4}
\]

summed over occupied spin orbitals. Without the factor \(\tfrac12\), all values of \(\tau\) below would double. Another density with the same integral, for orbitals that decay at infinity, is \(\tau_L=-\tfrac12\,\mathrm{Re}\sum\psi^*\nabla^2\psi\). Since \(\nabla^2|\psi|^2=2|\nabla\psi|^2+2\,\mathrm{Re}\,\psi^*\nabla^2\psi\), summing over the occupied orbitals and dividing by 4 gives \(\tfrac14\nabla^2n=\tau-\tau_L\), where \(n\) is the electron density. The two are equal only where \(\nabla^2n=0\), and formula (2) is for \(\tau\).

## 3. The sum of squares is constant

The operator \(\Delta_S\) commutes with rotations. A rotated harmonic of degree \(l\) is therefore again an eigenfunction with eigenvalue \(-l(l+1)\), and it can be expanded in the \(2l+1\) functions of that degree:

\[
Y_{lm}(\mathcal R\Omega)=\sum_{m'}D_{m'm}Y_{lm'}(\Omega).
\]

A rotation leaves the area element \(d\Omega\) unchanged, so the rotated functions are still orthonormal. This means \(D^\dagger D=1\), and because \(D\) is a square matrix, \(DD^\dagger=1\) as well. Hence

\[
\sum_m|Y_{lm}(\mathcal R\Omega)|^2
=\sum_{m'm''}\Big(\sum_m D_{m'm}D^*_{m''m}\Big)Y_{lm'}(\Omega)Y^*_{lm''}(\Omega)
=\sum_{m'}|Y_{lm'}(\Omega)|^2 .
\]

Any direction can be rotated into any other, so the sum is a constant \(K\). Integrating over the sphere gives \(4\pi K\) on one side and \(2l+1\) normalization integrals on the other:

\[
\sum_m|Y_{lm}|^2=\frac{2l+1}{4\pi}. \tag{5}
\]

The same algebra, with a constant unitary matrix in place of \(D\), shows that complex and real harmonics give the same sums, both in (5) and in (1).

## 4. Proof of the gradient sum rule

Apply the surface divergence to \(\nabla_S|Y|^2=Y^*\nabla_SY+Y\nabla_SY^*\). Each term yields one product of gradients and one Laplacian:

\[
\Delta_S|Y|^2=2|\nabla_SY|^2+Y^*\Delta_SY+Y\Delta_SY^* .
\]

By (3), with its real eigenvalue, each of the last two terms equals \(-l(l+1)|Y|^2\). Therefore

\[
\Delta_S|Y_{lm}|^2=2|\nabla_SY_{lm}|^2-2l(l+1)|Y_{lm}|^2 .
\]

Now sum over \(m\). The left side becomes the Laplacian of the constant (5), which is zero, so

\[
0=2\sum_m|\nabla_SY_{lm}|^2-2l(l+1)\frac{2l+1}{4\pi},
\]

which is (1). The coordinates \(\theta,\phi\) are singular at the poles, but the harmonics are smooth there, and the result extends to the poles by continuity.

**The case \(l=1\).** The real harmonics are \(\sqrt{3/4\pi}\,u_i\), where \(u_i\) are the Cartesian components of the unit vector \(\mathbf u\). The surface gradient of \(u_i\) is the part of the axis vector \(\mathbf e_i\) tangent to the sphere, \(\mathbf e_i-u_i\mathbf u\), with squared length \(1-u_i^2\). The three squares add up to \(3-1=2\), and the sum is \(2\cdot3/(4\pi)=0.4775\), as (1) requires.

**Why all \(m\) are needed.** For the complex harmonics, proportional to \(e^{im\phi}\), the single terms depend on \(\theta\) alone. For \(l=2\) they are:

| \(\theta\) | \(m=0\) | each \(m=\pm1\) | each \(m=\pm2\) | sum |
|---|---|---|---|---|
| 30° | 0.6714 | 0.5968 | 0.2611 | 2.3873 |
| 80° | 0.1047 | 0.5450 | 0.5963 | 2.3873 |

The sum at 30° is \(0.6714+2(0.5968)+2(0.2611)=2.387\), and (1) gives \(2\cdot3\cdot5/(4\pi)=2.387\). From 30° to 80° the \(m=0\) term falls by a factor of more than six and the \(m=\pm1\) terms fall slightly; the rise of the \(m=\pm2\) terms makes up the difference.

## 5. Kinetic energy density of one closed subshell

Assume that all \(2l+1\) orbitals, for both spins, share one real radial function \(R\). For \(\psi=RY_{lm}\),

\[
\nabla\psi=R'Y_{lm}\,\hat{\mathbf r}+\frac Rr\nabla_SY_{lm}.
\]

The first vector is radial and the second tangential. They are orthogonal, so no cross term appears:

\[
|\nabla\psi|^2=R'^2|Y_{lm}|^2+\frac{R^2}{r^2}|\nabla_SY_{lm}|^2 .
\]

In (4) the two spins cancel the factor \(\tfrac12\). Summing over \(m\) with (5) for the first term and (1) for the second gives (2).

The density is \(n=2R^2\sum_m|Y_{lm}|^2\), that is

\[
n=\frac{2l+1}{2\pi}R^2. \tag{6}
\]

In terms of \(n\), the angular part of (2) is

\[
\tau_{\rm ang}=\frac{l(l+1)}{2r^2}\,n ,
\]

the centrifugal energy \(l(l+1)/(2r^2)\) of one electron times the number of electrons per volume.

**Conditions.** Occupations enter (4) linearly. If every \(m\) carries the same fractional occupation, \(n\) and \(\tau\) are both scaled by it. If only one spin is filled, both are halved. Unequal occupations of the different \(m\), or radial functions that depend on \(m\), invalidate the derivation, because the sums (1) and (5) then no longer appear as common factors.

## 6. Comparison with the von Weizsäcker density

Some meta-GGA functionals use \(\tau\) together with the von Weizsäcker density \(\tau_W=|\nabla n|^2/(8n)\). From (6), \(n'=(2l+1)RR'/\pi\), and

\[
\tau_W=\frac{(2l+1)^2R^2R'^2}{\pi^2}\cdot\frac{2\pi}{8(2l+1)R^2}
=\frac{2l+1}{4\pi}R'^2 .
\]

At a node of \(R\) this is understood as a limit. So \(\tau_W\) equals the radial part of \(\tau\), and for one closed subshell

\[
\tau-\tau_W=\frac{l(l+1)}{2r^2}\,n. \tag{7}
\]

The meaning of the excess is seen by comparison with a single real orbital holding two electrons. There \(n=2\psi^2\), \(\tau=|\nabla\psi|^2\) and \(\tau_W=|4\psi\nabla\psi|^2/(16\psi^2)=|\nabla\psi|^2\), so the excess is zero for any shape of the orbital, a lone \(p_z\) included. A filled \(p\) shell has an excess because its density is built from three differently oriented orbitals. Their gradients remain, while the angular variation of the total density cancels. For six electrons the exclusion principle enforces this spreading, but any equal fractional occupation of the three orbitals gives the same ratio \((\tau-\tau_W)/n\).

The indicator \(\alpha\), used in some of these functionals, divides the excess by the kinetic energy density of a uniform, spin-unpolarized electron gas:

\[
\alpha=\frac{\tau-\tau_W}{Cn^{5/3}},\qquad C=\tfrac3{10}(3\pi^2)^{2/3}=2.8712 .
\]

For one subshell, (7) gives

\[
\alpha=\frac{l(l+1)}{2C\,r^2n^{2/3}}. \tag{8}
\]

No derivative of the density is left. For \(l=0\), \(\alpha=0\) wherever \(n\neq0\).

## 7. Several closed subshells

Label the subshells by \(i\) and put \(c_i=(2l_i+1)/(2\pi)\). Then

\[
n=\sum_ic_iR_i^2,\qquad n'=2\sum_ic_iR_iR_i',\qquad
\tau_{\rm rad}=\tfrac12\sum_ic_iR_i'^2 .
\]

The kinetic energy densities add, but \(\tau_W\) is not additive. With \(\tau_W=n'^2/(8n)=(\sum_ic_iR_iR_i')^2/(2n)\),

\[
\tau_{\rm rad}-\tau_W=\frac1{2n}\sum_{ij}c_ic_j\left(R_i^2R_j'^2-R_iR_i'R_jR_j'\right).
\]

Averaging the summand with its copy under \(i\leftrightarrow j\) turns the bracket into \(\tfrac12(R_iR_j'-R_jR_i')^2\). The terms \(i=j\) vanish and each pair occurs twice, so

\[
\tau-\tau_W=\sum_i\frac{l_i(l_i+1)}{2r^2}n_i+\sum_{i<j}\frac{c_ic_j}{2n}\left(R_iR_j'-R_jR_i'\right)^2. \tag{9}
\]

Both parts are nonnegative, hence \(\alpha\ge0\). A pair term vanishes where the two radial functions have the same logarithmic derivative.

## 8. The limit at a nucleus

Take a point nucleus of charge \(Z\), at least one filled \(s\) shell and exactly one filled \(p\) shell. Near \(r=0\) write an \(s\) function as \(R\approx R(0)(1+br)\). In the radial equation the kinetic term \(-\tfrac12(2/r)R'\) contributes \(-bR(0)/r\), and the potential contributes \(-ZR(0)/r\). These singular terms must cancel, so \(b=-Z\) for every \(s\) shell, provided the rest of the potential stays finite at the nucleus. A gradient-dependent functional adds a \(1/r\) term of its own and shifts \(b\) slightly (from \(-4\) to about \(-4.02\) for PBE on the density of Section 9), but by the same amount for every \(s\) shell. The logarithmic derivatives agree, and the \(s\)–\(s\) pair terms in (9) vanish at the nucleus.

The \(p\) function starts as \(R_p\approx ar\). Its angular part in (2) tends to \(\frac3{4\pi}\cdot2a^2=\frac{6a^2}{4\pi}\). In a pair with an \(s\) shell, \(R_sR_p'-R_pR_s'\to R_s(0)a\). Since the \(s\) shells supply all of \(n(0)=\sum_sc_sR_s(0)^2\), the \(s\)–\(p\) pair terms add up to

\[
\frac{c_p a^2}{2n(0)}\sum_sc_sR_s(0)^2=\frac{c_pa^2}2=\frac{3a^2}{4\pi}.
\]

Together,

\[
(\tau-\tau_W)_{r=0}=\frac{9a^2}{4\pi}. \tag{10}
\]

The \(p\) density vanishes at the nucleus, but the \(p\) gradients do not. Filled shells with \(l\ge2\) add nothing to (10), because \(R\propto r^l\) makes both \(R'\) and \(R/r\) vanish there.

## 9. Worked example: ten electrons in a Coulomb potential

Let ten noninteracting electrons fill 1s, 2s and 2p in the potential \(-Z/r\) with \(Z=4\). This is a model: electron repulsion is absent, and the numbers describe no real atom. The radial functions are

\[
R_{1s}=2Z^{3/2}e^{-Zr},\quad
R_{2s}=\frac{Z^{3/2}}{\sqrt2}\Big(1-\frac{Zr}2\Big)e^{-Zr/2},\quad
R_{2p}=\frac{Z^{5/2}}{2\sqrt6}\,r\,e^{-Zr/2}.
\]

With \(r\) in bohr and kinetic energy densities in hartree bohr\(^{-3}\):

| \(r\) | \(\tau_{\rm rad}\) | \(\tau_{\rm ang}\) | \(\tau_W\) | \(\alpha\) |
|---|---|---|---|---|
| 0.10 | 172.95 | 13.656 | 162.85 | 0.053 |
| 0.25 | 53.48 | 7.494 | 44.385 | 0.258 |
| 0.50 | 7.3485 | 2.757 | 3.1035 | 1.335 |
| 1.00 | 0.2959 | 0.3731 | 0.1906 | 0.566 |
| 2.00 | 0.04446 | 0.00683 | 0.04431 | 0.466 |
| 3.00 | 0.002566 | 0.000125 | 0.002565 | 1.496 |

**At \(r=1\) bohr.** Here \(R_{2p}^2=(1024/24)e^{-4}=0.7815\) and \(\tau_{\rm ang}=\frac3{4\pi}\cdot2\cdot0.7815=0.373\). The total is \(\tau=0.2959+0.3731=0.6690\), and the excess is \(0.6690-0.1906=0.4784\). With \(n=0.4801\) bohr\(^{-3}\), \(Cn^{5/3}=0.845\), so \(\alpha=0.4784/0.845=0.566\). The angular part supplies 78 % of the excess.

**The high value at \(r=0.5\) bohr.** This radius is the node \(r=2/Z\) of the 2s function. There 2s contributes neither to \(n\) nor to \(n'\), so its whole radial kinetic energy density, \(R_{2s}'^2/(4\pi)=1.379\), counts as excess. The 2p function has its maximum at the same radius, \(R_{2p}'=0\), while \(R_{1s}'=-4R_{1s}\). The 1s–2p pair term is then \(16\,n_{1s}n_{2p}/(2n)=8(0.7462)(0.6893)/1.4355=2.866\). With the angular part, the excess is \(1.379+2.866+2.757=7.002\), in agreement with \(\tau-\tau_W=10.106-3.1035=7.00\). The 2s term is only about a fifth of this excess, so the high \(\alpha\) is not mainly an effect of the node.

**At the nucleus.** The 2p slope gives \(a^2=Z^5/24\), and (10) becomes \(3Z^5/(32\pi)=30.56\) hartree bohr\(^{-3}\). The density is \(n(0)=(4Z^3+Z^3/2)/(2\pi)=9Z^3/(4\pi)=45.84\) bohr\(^{-3}\). Both the excess and \(n(0)^{5/3}\) scale as \(Z^5\), so \(Z\) cancels in this model and \(\alpha(0)=0.0181\). The value is small because the \(s\) density makes the denominator large.

**Far from the nucleus.** As \(r\to\infty\), \(R_{2s}^2\to Z^5r^2e^{-Zr}/8\), three times \(R_{2p}^2\). The 2p shell has three times the weight \(c_i\), so each shell supplies half of \(n\). By (9), the excess is at least \(n_{2p}/r^2\), which tends to \(n/(2r^2)\). Dividing by \(Cn^{5/3}\) leaves a lower bound proportional to \(1/(r^2n^{2/3})\), which grows without limit. The rise of \(\alpha\) between 2 and 3 bohr is consistent with this. At 3 bohr the angular part is about 99 % of the excess.

**The integral.** A level \(-Z^2/(2N^2)\), with \(N\) the principal quantum number, has kinetic energy \(Z^2/(2N^2)\) by the virial theorem. The total is \(2\cdot8+8\cdot2=32\) hartree, and the integral of \(\tau\) gives 32.000000 hartree. For 2p,

\[
\langle r^{-2}\rangle=\int_0^\infty R_{2p}^2\,dr=\frac{Z^5}{24}\cdot\frac2{Z^3}=\frac{Z^2}{12}=\frac43 .
\]

Six electrons with centrifugal energy \(1/r^2\) each therefore carry \(6\cdot\frac43=8\) hartree. The angular part is a quarter of the total kinetic energy and two thirds of the 12 hartree of the 2p shell.

**The 2p subshell alone.** From (8), \(\alpha\propto r^{-10/3}e^{2Zr/3}\). Setting the derivative of its logarithm to zero,

\[
-\frac{10}{3r}+\frac{2Z}3=0\quad\Longrightarrow\quad r=\frac5Z=1.25\text{ bohr}.
\]

There \(n=0.2145\) bohr\(^{-3}\) and \(\alpha=1/(1.5625\cdot2.8712\cdot0.3583)=0.622\). This is the minimum: \(\alpha\) is 9.24 at 0.25 bohr and 19.7 at 4 bohr. The isolated subshell has a divergent \(\alpha\) at the nucleus, since its own density vanishes there. The \(s\) shells of the full model remove that divergence.

## 10. Use as a test of a meta-GGA code

A filled subshell of Gaussian orbitals, \(R=Nr^le^{-\zeta r^2}\), gives a reference value that needs no self-consistent calculation. Since \(R'/R=l/r-2\zeta r\), (2) and (6) yield

\[
\tau=\frac n2\left[\Big(\frac lr-2\zeta r\Big)^2+\frac{l(l+1)}{r^2}\right].
\]

For \(l=1\), \(\zeta=0.8\) bohr\(^{-2}\) and \(r=1.2\) bohr, normalization gives \(N^2=4.872\) and \(R^2=0.7006\), hence \(n=\frac3{2\pi}\cdot0.7006=0.3345\) bohr\(^{-3}\). The bracket is \((-1.0867)^2+1.3889=2.5697\), and \(\tau=\tfrac12\cdot0.3345\cdot2.5697=0.430\) hartree bohr\(^{-3}\).

The density routine of PySCF returns 0.42977506 hartree bohr\(^{-3}\), equal to the formula in all printed digits. The same agreement holds for \(l=2\) and \(l=3\), and in each case it was tested in eight directions, as part of the checks behind the numerical output below.

The comparison separates several faults. A missing factor \(\tfrac12\) gives a ratio of 2 at every point. A code that returns \(\tau_L\) is off by \(-\tfrac14\nabla^2n\). A wrong scale factor in a single Cartesian gradient component generally makes the result depend on direction; for \(l=1\) the radius \(r=1/\sqrt\zeta\), here 1.118 bohr, is an exception, where the error is the same in all directions. A wrong overall sign of an orbital's gradient component goes unnoticed, because \(\tau\) contains only the squares of the components; a wrong sign in just one of the terms that build a component, such as one Cartesian primitive of a \(d\) function, generally shows. A filled \(s\) shell cannot test the angular part, which is zero for \(l=0\). The test needs the \(2l+1\) spherical functions: six normalized Cartesian \(d\) functions with two electrons each are not a filled subshell and do not obey (2). The comparison checks the ingredient \(\tau\); the functional evaluated from it needs tests of its own.

## Numbers as computed

```
Sums over m at 12 random directions (dimensionless)
 l   sum|Y|^2   min sum|grad Y|^2   max   formula
 0   0.079577   0.000000   0.000000   0.000000
 1   0.238732   0.477465   0.477465   0.477465
 2   0.397887   2.387324   2.387324   2.387324
 3   0.557042   6.684508   6.684508   6.684508
 4   0.716197   14.323945   14.323945   14.323945
 5   0.875352   26.260566   26.260566   26.260566
 6   1.034507   43.449299   43.449299   43.449299
Single terms |grad_S Y_2m|^2 (dimensionless): m=0, |m|=1, |m|=2, sum
 theta=30 deg: 0.67143 0.59683 0.26111 2.38732
 theta=80 deg: 0.10472 0.54501 0.59629 2.38732
Model: 1s2 2s2 2p6, noninteracting, Z = 4; C = 2.871234
r in bohr, n in bohr^-3, tau in hartree bohr^-3, alpha pure number
 r   n   tau_radial   tau_angular   tau   tau_W   alpha
 0.10 20.629 172.95 13.656 186.61 162.85 0.05332
 0.25 6.4509 53.48 7.4944 60.975 44.385 0.25848
 0.50 1.4355 7.3485 2.757 10.106 3.1035 1.33500
 1.00 0.48007 0.29591 0.37312 0.66903 0.19061 0.56611
 2.00 0.042717 0.044458 0.006834 0.051292 0.044306 0.46609
 3.00 0.0019088 0.002566 0.00012517 0.0026911 0.0025649 1.49639
Integrated density: 10.000000 electrons
Integrated tau: 32.000000 hartree
Kinetic energy from level energies: 32.000000 hartree
Angular part of integrated tau: 8.000000 hartree
Nucleus, Z=4: n(0)=45.83662 bohr^-3, tau-tau_W=30.55775 hartree bohr^-3
  alpha(0)=0.018129, direct at r=1e-4/Z: 0.018133
Nucleus, Z=7: n(0)=245.65565 bohr^-3, tau-tau_W=501.54696 hartree bohr^-3
  alpha(0)=0.018129, direct at r=1e-4/Z: 0.018133
2p6 alone: minimum of alpha found at r=1.250 bohr, predicted 1.250 bohr
  n there 0.214476 bohr^-3, alpha there 0.62210
  alpha at r=0.25 bohr: 9.2393; at r=4 bohr: 19.7175
PySCF tau, filled Gaussian subshell, exponent 0.8 bohr^-2, r=1.2 bohr
 l=1: code 0.42977506, formula 0.42977506 hartree bohr^-3
 l=2: code 1.08685454, formula 1.08685454 hartree bohr^-3
 l=3: code 2.05254445, formula 2.05254445 hartree bohr^-3
```
